# Forces in electrostatic QM/MM embedding: field terms and Pulay terms

Place a quantum-mechanical water molecule next to three fixed point charges that stand for a second water. Compute the force on every nucleus and every charge as "charge times electric field", and add up the forces. In the example worked out below, the sum is 0.93 hartree/bohr instead of zero: the isolated pair would accelerate itself. The charges are not the main cause: the quantum molecule alone, in the same basis, shows an imbalance of about the same size. The forces on the point charges are correct. The error lies in the forces on the quantum nuclei, which lack a term that comes from the basis functions they carry. These notes find out which particles need that term, and why.

## 1. One electron, one function, one charge

Take a nucleus of charge $+e$ at $\mathbf R$, an electron of charge $-e$, and an external charge $Q$ at $\mathbf X$, in Gaussian units. Let the basis be a single normalized spherical function $\chi(\mathbf r-\mathbf R)$ that travels with the nucleus. The electron has no freedom left, and the energy is

$$E=E_{\rm atom}+\frac{eQ}{|\mathbf R-\mathbf X|}-eQ\int\frac{\chi^2(\mathbf r-\mathbf R)}{|\mathbf r-\mathbf X|}\,d^3r .$$

$E_{\rm atom}$ depends on neither position. Write $\mathbf D=\mathbf X-\mathbf R$, and let $N(D)$ be the fraction of the electron cloud within distance $D$ of the nucleus. By Gauss's law the atom's field at $\mathbf X$ is $e[1-N(D)]\mathbf D/D^3$, so the force on the charge is

$$\mathbf F_X=eQ\,[1-N(D)]\,\frac{\mathbf D}{D^3}.$$

The energy depends on $\mathbf X-\mathbf R$ alone, hence $\mathbf F_R=-\mathbf F_X$.

Now compute "charge times field" at the nucleus. The spherical cloud gives no field at its own centre, and the external charge gives the force $-eQ\,\mathbf D/D^3$. Compared with the true $\mathbf F_R$, the piece $+eQN(D)\mathbf D/D^3$ is missing. This is the Coulomb force of $Q$ on the electron cloud. The cloud is tied to the nucleus through its basis function, so the nucleus has to bear that force.

**Limit.** For $D\to\infty$, $N\to1$ and the true force vanishes faster than $1/D^2$, as it must for a neutral spherical atom. The field part at the nucleus still falls off as $1/D^2$ and is wrong by its whole amount. At the external charge the field formula needed no repair, because no function moves with $\mathbf X$.

## 2. Many electrons: the Fock matrix

Let the QM region have nuclei $Z_Ae$ at $\mathbf R_A$, and an even number of electrons treated by restricted Hartree-Fock in real functions $\chi_\mu$ centred on these nuclei. The MM charges $Q_M$ at $\mathbf X_M$ are constants. The $N_{\rm occ}$ occupied orbitals are the columns $C_i$ of a matrix $C$, with $C^TSC=1$ and $S_{\mu\nu}=\langle\mu|\nu\rangle$. The density matrix is $P=2CC^T$, and the electron number density is $\rho=\sum P_{\mu\nu}\chi_\mu\chi_\nu$.

The energy is

$$E={\rm Tr}\,P(h^0+v)+\tfrac12{\rm Tr}\,P\,G(P)+V,$$

$$v_{\mu\nu}=-e\sum_MQ_M\Big\langle\mu\Big|\frac1{|\mathbf r-\mathbf X_M|}\Big|\nu\Big\rangle,$$

$$G_{\mu\nu}(P)=e^2\sum_{\kappa\tau}P_{\kappa\tau}\big[(\mu\nu|\kappa\tau)-\tfrac12(\mu\kappa|\nu\tau)\big],$$

$$V=\sum_{A<B}\frac{Z_AZ_Be^2}{|\mathbf R_A-\mathbf R_B|}+\sum_{A,M}\frac{Z_AeQ_M}{|\mathbf R_A-\mathbf X_M|}.$$

Here $h^0$ holds the kinetic energy and the attraction to the QM nuclei. MM-MM and Lennard-Jones terms depend on positions only. They add their own classical forces and do not enter the Fock matrix, so they are left aside.

Vary $P$. The integrals in $G$ are unchanged when the pairs $\mu\nu$ and $\kappa\tau$ are exchanged, so ${\rm Tr}\,P\,G(\delta P)={\rm Tr}\,\delta P\,G(P)$. The two halves of the quadratic term therefore add up:

$$\delta E={\rm Tr}\,F\,\delta P,\qquad F=h^0+v+G(P).$$

The MM matrix $v$ enters once and with full weight, because its energy is linear in $P$.

With $\delta P=2(\delta C\,C^T+C\,\delta C^T)$ and symmetric $F$,

$$\delta E=4\,{\rm Tr}\,\delta C^TFC .$$

The constraint is included by subtracting $2\,{\rm Tr}\,\Lambda(C^TSC-1)$, with $\Lambda$ symmetric. Its variation is $4\,{\rm Tr}\,\delta C^TSC\Lambda$. Since $\delta C$ is now free, $FC=SC\Lambda$. A rotation among the occupied orbitals leaves $P$ unchanged and makes $\Lambda$ diagonal:

$$FC_i=\varepsilon_iSC_i .$$

Away from the solution, mixing a virtual orbital $a$ into an occupied orbital $i$ by a small angle $\theta$ means $\delta C_i=C_a\,\delta\theta$, so $dE/d\theta=4\,C_a^TFC_i$. The program tests this slope against the energy itself.

**Limit.** Let a single MM charge sit at a very large distance $D$. Over the molecule $1/|\mathbf r-\mathbf X|\approx1/D$, so $v\approx-(eQ/D)S$. Every $\varepsilon_i$ shifts by $-eQ/D$ and the orbitals stay as they are. The electronic energy changes by $-(eQ/D)\,{\rm Tr}\,PS=-N_{\rm el}\,eQ/D$, where $N_{\rm el}$ is the number of electrons, and $V$ changes by $+eQ\sum_AZ_A/D$. For a neutral molecule the two cancel at this order. A factor $\tfrac12$ on $v$ in the energy would spoil the cancellation.

## 3. The derivative with respect to any parameter

Let $\lambda$ be any coordinate, and let a superscript $\lambda$ denote a derivative. $G^\lambda(P)$ means that the integrals are differentiated and $P$ is held. Then

$$\frac{dE}{d\lambda}={\rm Tr}\,P(h^0+v)^\lambda+\tfrac12{\rm Tr}\,P\,G^\lambda(P)+V^\lambda+{\rm Tr}\,F\,P^\lambda .$$

The last term is the response of the orbitals. By the same algebra as above, and then by the SCF equation,

$${\rm Tr}\,FP^\lambda=4\sum_iC_i^{\lambda T}FC_i=4\sum_i\varepsilon_i\,C_i^{\lambda T}SC_i .$$

Differentiating $C_i^TSC_i=1$ gives $2\,C_i^{\lambda T}SC_i=-C_i^TS^\lambda C_i$. Therefore

$${\rm Tr}\,FP^\lambda=-{\rm Tr}\,WS^\lambda,\qquad W=2\sum_i\varepsilon_iC_iC_i^T .$$

The unknown $C^\lambda$ has dropped out. What is left of the response is the change needed to keep the orbitals orthonormal when the overlaps change.

## 4. Moving an MM charge

Take $\lambda$ to be a component of $\mathbf X_M$. The functions sit on the QM nuclei, so $S$, $h^0$ and the two-electron integrals do not change. In particular $S^\lambda=0$, so ${\rm Tr}\,FP^\lambda=0$. Only $v$ and $V$ depend on $\mathbf X_M$, and together they contribute $Q_M\Phi(\mathbf X_M)$ to the energy, with the electrostatic potential of the QM region

$$\Phi(\mathbf X)=\sum_A\frac{Z_Ae}{|\mathbf X-\mathbf R_A|}-e\int\frac{\rho(\mathbf r)}{|\mathbf r-\mathbf X|}\,d^3r .$$

The force is minus the derivative at fixed $\rho$:

$$\boxed{\;\mathbf F_M=Q_M\,\boldsymbol{\mathcal E}(\mathbf X_M),\quad \boldsymbol{\mathcal E}(\mathbf X)=\sum_AZ_Ae\frac{\mathbf X-\mathbf R_A}{|\mathbf X-\mathbf R_A|^3}-e\int\rho(\mathbf r)\frac{\mathbf X-\mathbf r}{|\mathbf X-\mathbf r|^3}\,d^3r\;}$$

This is the exact derivative of the Hartree-Fock energy in the chosen basis, however small that basis is. A small basis makes the density poorer, but it does not make the force inconsistent with the energy.

**Gradients that are not a Pulay term.** In practice the electronic field is computed from integrals that contain $\nabla\chi_\mu$. Since $\nabla_X|\mathbf r-\mathbf X|^{-1}=-\nabla_r|\mathbf r-\mathbf X|^{-1}$, integration by parts gives

$$\boldsymbol{\mathcal E}_{\rm el}(\mathbf X)=e\sum_{\mu\nu}P_{\mu\nu}\int\frac{\nabla(\chi_\mu\chi_\nu)}{|\mathbf r-\mathbf X|}\,d^3r=2e\sum_{\mu\nu}P_{\mu\nu}\Big\langle\nabla\mu\Big|\frac1{|\mathbf r-\mathbf X|}\Big|\nu\Big\rangle .$$

The functions vanish at infinity, and the surface of a small sphere of radius $s$ around $\mathbf X$ contributes in proportion to $s^2/s\to0$. The factor 2 comes from the symmetry of $P$. No basis function has moved: the gradient was shifted from the operator to the functions.

**No response term does not mean a frozen density.** The density does change with $\mathbf X_M$. The change costs nothing to first order because two parts cancel,

$${\rm Tr}\,v\,P^\lambda=-{\rm Tr}\,(h^0+G)P^\lambda ,$$

the first being interaction with the charges and the second internal energy of the molecule. The density in $\boldsymbol{\mathcal E}$ must still be the converged one, polarized by the charges.

## 5. Moving a QM nucleus

Now let $\lambda$ be a component of $\mathbf R_A$. The position enters in two ways.

First, through the nuclear charge. The terms containing $Z_A$ are $Z_Ae$ times the potential at $\mathbf R_A$ of the electrons, the other nuclei and the MM charges. With the functions held still, they give the force $Z_Ae\,\boldsymbol{\mathcal E}'(\mathbf R_A)$, where $\boldsymbol{\mathcal E}'$ is the field of those sources.

Second, through the functions on $A$, for which $\partial\chi_\mu/\partial\mathbf R_A=-\nabla\chi_\mu$. Let $\hat F$ be the Fock operator, with $\langle\mu|\hat F|\nu\rangle=F_{\mu\nu}$. Count the places where a function on $A$ can stand:

- One-electron terms have two equivalent places, which gives a factor 2.
- Two-electron terms have four equivalent places and a prefactor $\tfrac12$, which again gives 2.
- The term $-{\rm Tr}\,WS^\lambda$ has two places, which gives 2.

All one- and two-electron pieces combine into $\hat F$. The energy derivative carries $-\nabla\chi_\mu$ and the force carries another minus sign, so

$$\boxed{\;\mathbf F_A=Z_Ae\,\boldsymbol{\mathcal E}'(\mathbf R_A)+2\sum_{\mu\in A}\sum_\nu\big[P_{\mu\nu}\langle\nabla\mu|\hat F|\nu\rangle-W_{\mu\nu}\langle\nabla\mu|\nu\rangle\big]\;}$$

The sum is the Pulay term. Since $\hat F$ contains the MM potential, the charges appear explicitly in two places: through their field at the nucleus, and through the functions it carries. They also act indirectly, because $P$ and $W$ are those of the polarized molecule. The explicit action through the functions is the force on the cloud found in section 1.

**Limit of a complete basis.** Suppose the orbitals $\psi_i=\sum_\nu C_{\nu i}\chi_\nu$ satisfy $\hat F\psi_i=\varepsilon_i\psi_i$ at every point in space, and not merely when projected on the basis. Then

$$\sum_\nu P_{\mu\nu}\hat F\chi_\nu=2\sum_iC_{\mu i}\hat F\psi_i=2\sum_iC_{\mu i}\varepsilon_i\psi_i=\sum_\nu W_{\mu\nu}\chi_\nu ,$$

and the bracket vanishes. The Pulay term thus measures a defect of the basis. For the MM sites no such limit was needed.

**Limit of a rigid shift.** Moving all nuclei and all charges together, with the functions following the nuclei, leaves $E$ unchanged. Hence

$$\sum_A\mathbf F_A+\sum_M\mathbf F_M=0$$

in any basis of this kind, provided the Pulay terms are included.

## 6. Two waters, one of them made of charges

The QM molecule is H2O at the RHF/6-31G* level, with five spherical d functions on oxygen (18 basis functions in all); the six Cartesian d functions of the standard set give slightly different numbers. The MM water carries $-0.8e$ on its oxygen O$_M$ and $+0.4e$ on each hydrogen. Both have a chosen O–H length of 0.96 Å and an angle of 105°. The oxygens are 2.9 Å apart, and the MM hydrogen H$_{M1}$ lies on the line between them, pointing at the QM oxygen. The QM water lies in the $xy$ plane with its oxygen at the origin and its hydrogens on the negative side of the $x$ axis, which is the bisector; the MM oxygen lies in the direction $(1,\,0.2,\,0.5)$. The second MM hydrogen is displaced from the O–O line in the perpendicular direction $(0.2,\,-1,\,0)$. The model leaves out electron correlation, the polarization of the MM water, whose charges are fixed, and Pauli repulsion, charge transfer and dispersion between the waters. Energies are in hartree, and forces in hartree/bohr, which is $e^2/a_0^2$.

**Energy.** The charges lower the energy by 0.010093. The Coulomb energy with the density of the free molecule gives $-0.009715$, and polarization adds $-0.000378$. These values belong to the 6-31G* basis and are not converged with respect to it: in aug-cc-pVTZ the lowering is 0.0091, made of $-0.0083$ and a polarization part of $-0.0008$, about twice as large.

**Force on H$_{M1}$.** The $x$ component of the field, per unit $e$, is

$$0.5993\ (\text{nuclei})-0.6241\ (\text{electrons})=-0.0248 ,$$

and the force is $0.4\times(-0.0248)=-0.0099$, towards the QM molecule. Finite differences of reconverged energies agree with the field formula within $1.4\times10^{-10}$ for all components on all MM sites. The two contributions nearly cancel: a 1% error in the electronic part alone would change this component by about 25%. The whole force vector has the size 0.0119 hartree/bohr, or 0.98 nN. Like the energy, it depends on the basis: aug-cc-pVTZ gives 0.0108 for the size and $-0.0090$ for the $x$ component, about 10% less.

**Effect of polarization.** With the density of the free molecule, the $x$ component would be $-0.00918$ instead of $-0.00992$, about 7% too small in size (6-31G* underestimates this effect; it is 11% in cc-pVTZ and 17% in aug-cc-pVTZ). The difference, $-0.00074$, has the same size as the response term ${\rm Tr}\,v\,P^x=7.4\times10^{-4}$ for moving H$_{M1}$ along $x$. This follows to leading order in $v$. The energy is stationary, so $\partial E/\partial v_{\mu\nu}=P_{\mu\nu}$, and the linear response of $P$ to $v$ is a matrix of second derivatives and therefore symmetric. If $\Delta P$ is the polarization of the density, this symmetry gives ${\rm Tr}\,\Delta P\,v^x\approx{\rm Tr}\,v\,P^x$. The left side, with a minus sign, is the change of the force. The computed internal part is $-7.4\times10^{-4}$, and the sum of the two response parts is zero within $10^{-9}$.

**Forces on the QM nuclei.** The $x$ components are:

- O: field $0.9799$, Pulay $-0.9920$, total $-0.0121$
- H1: field $-0.0237$, Pulay $0.0328$, total $0.0091$
- H2: field $-0.0244$, Pulay $0.0333$, total $0.0089$

On oxygen the Pulay term is about eighty times the total. The MM potential in $\hat F$ contributes $0.104$ to it directly, which is also larger than the total.

The QM totals add up to $0.0059$, and the MM forces to $-0.0059$. Without the Pulay terms the sum is

$$0.9799-0.0237-0.0244-0.0059=0.9259 ,$$

the self-acceleration of the opening paragraph. Most of it is a defect of the basis for the QM molecule itself and not the pull of the charges on the cloud. On oxygen the direct MM part, $+0.104$, is small and opposite in sign to the Pulay term, $-0.9920$, and the same water without any charges gives a sum of $0.97$. That sum depends strongly on the basis: it is $0.38$ in cc-pVTZ and $0.09$ when oxygen carries the core-valence set cc-pCVTZ.

## 7. Where the field formula stops being enough

**Functions on an MM site.** Place the hydrogen basis functions on H$_{M1}$ and let them move with it. Then $S^\lambda\neq0$, and the argument of section 5 applies to the MM site. The $x$ component of charge times field is now $-0.01066$, the Pulay term is $-0.00030$, and their sum $-0.01096$ is what the finite difference gives. If the same functions are held fixed in space while the charge moves, the finite difference returns $-0.01066$, the field term alone. What matters is whether functions move with the site, not whether they are near it.

**A density that is not self-consistent.** Section 3 used $FC_i=\varepsilon_iSC_i$. If the Fock matrix of the free molecule plus $v$ is diagonalized once and the energy is evaluated with the resulting density, ${\rm Tr}\,FP^\lambda$ does not vanish. The field formula then misses the derivative of that energy by up to $6.6\times10^{-5}$ per component on H$_{M1}$, about 0.6% of the size of the converged force there. An energy that is not stationary in its orbitals needs a response term in the same way whenever those orbitals change with $\mathbf X_M$. A frozen density has $P^\lambda=0$, and the field formula is then the exact derivative of the frozen-density energy.

**Charges that depend on geometry.** The energy contains $\sum_NQ_N\Phi(\mathbf X_N)$. If $Q_N$ changes with $\mathbf X_M$, the force on site $M$ gains $-\sum_N\Phi(\mathbf X_N)\,\partial Q_N/\partial\mathbf X_M$, which involves the potential as well as the field.

**Link atoms.** If a QM link atom is placed at a position $\mathbf R_L$ that depends on $\mathbf X_M$, its full force, Pulay term included, is passed on to the MM site by the chain rule through $\partial\mathbf R_L/\partial\mathbf X_M$.

The numerical check covers the first two cases; the last two follow from the derivation and were not computed.

## Numbers as computed

```
O-H length 0.96 A, angle 105.0 deg, O-O distance 2.9 A
MM charges O_M, H_M1, H_M2: -0.8 0.4 0.4 e
RHF/6-31g*, basis functions: 18
position O: 0.0000 0.0000 0.0000 bohr
position H1: -1.1044 1.4393 0.0000 bohr
position H2: -1.1044 -1.4393 0.0000 bohr
position O_M: 4.8251 0.9650 2.4125 bohr
position H_M1: 3.2278 0.6456 1.6139 bohr
position H_M2: 5.5821 -0.6706 2.6192 bohr
energy without MM charges: -76.009022 hartree
energy with MM charges: -76.019114 hartree
interaction energy: -0.010093 hartree
  frozen-density part: -0.009715 hartree
  polarization part: -0.000378 hartree
fields and forces below in hartree/bohr (fields per e)
field at H_M1, nuclei: 0.599266 0.113109 0.290049
field at H_M1, electrons: -0.624065 -0.122120 -0.303946
total QM field at O_M: -0.007905 -0.002841 -0.005004
total QM field at H_M1: -0.024798 -0.009011 -0.013897
total QM field at H_M2: -0.005814 0.001208 -0.003491
force on O_M: 0.006324 0.002273 0.004003
force on H_M1: -0.009919 -0.003605 -0.005559
force on H_M2: -0.002325 0.000483 -0.001396
finite-difference force on H_M1: -0.009919 -0.003605 -0.005559
force on H_M1, frozen density: -0.009179 -0.003359 -0.005142
size of force on H_M1: 0.011928 = 0.9827 nN
O field part: 0.979912 0.003694 -0.020125
O Pulay part: -0.992017 -0.003366 0.022695
O total force: -0.012105 0.000328 0.002570
H1 field part: -0.023731 0.040915 -0.000386
H1 Pulay part: 0.032811 -0.050144 0.000480
H1 total force: 0.009080 -0.009229 0.000094
H2 field part: -0.024368 -0.039847 -0.000537
H2 Pulay part: 0.033313 0.049597 0.000825
H2 total force: 0.008945 0.009750 0.000288
direct MM part of Pulay force on O: 0.103669 -0.005445 0.050449
sum of MM forces: -0.005921 -0.000849 -0.002952
sum of QM forces: 0.005921 0.000849 0.002952
sum of all forces, largest component: 6.8e-15
sum of all without Pulay: 0.925893 0.003913 -0.024000
net torque, largest: 4.9e-11 hartree
H_M1 moved along x: Tr v dP/dx = 7.396e-04
  Tr (h0+G) dP/dx = -7.396e-04, sum = -1.0e-10
H1 moved along x: Tr F dP/dx = 0.182129
  -Tr W dS/dx = 0.182129
basis on H_M1: charge times field -0.010660 -0.003808 -0.005915
  Pulay force on H_M1 -0.000299 -0.000172 0.000041
  finite difference, basis moving -0.010959 -0.003980 -0.005874
  finite difference, basis fixed -0.010660 -0.003808 -0.005915
one-step density, error of field formula: 6.6e-05
largest force deviation, MM: 1.4e-10, QM: 3.5e-08
quadrature deviation, v: 5.0e-10 hartree, field: 1.7e-09
orbital-slope deviation from 4 F_ia: 2.6e-08 hartree
```
